# The Uehling Potential of an Extended Nucleus by One-Dimensional Folding

An electron in a heavy atom has some probability of being inside the nucleus. It feels the nuclear Coulomb field and also a weaker attraction, because the field polarizes the electron-positron vacuum. For a point nucleus this extra potential energy diverges at the origin. A real nucleus spreads its charge over several femtometres, and the potential inside it is finite. How can that potential be computed accurately for any spherical charge density?

The method first treats one thin shell of charge, then adds shells together.

## The point charge

Let the nucleus be static, with charge $Ze$. Keep one electron loop and one interaction of that loop with the nucleus, so the result is of order $\alpha(Z\alpha)$. The electron's Compton length is $\lambda=\hbar/(m_ec)$. For the moment, measure lengths in $\lambda$, wave numbers $q$ in $1/\lambda$ and energies in $\hbar c/\lambda$.

The input from quantum electrodynamics is the one-loop polarization function, renormalized so that $\Pi(0)=0$:

$$\Pi(q)=\frac{2\alpha}{\pi}\int_0^1dz\,z(1-z)\ln[1+q^2z(1-z)].$$

It changes the Coulomb energy $-4\pi Z\alpha/q^2$ by the factor $1+\Pi(q)$. Since $\Pi>0$ for $q\ne0$, the added term has the sign of the attraction.

To reach coordinate space, put $v=1-2z$. Then $z(1-z)=(1-v^2)/4$, and the integrand is even in $v$:

$$\Pi=\frac{\alpha}{2\pi}\int_0^1dv\,(1-v^2)\ln\left[1+\frac{q^2(1-v^2)}4\right].$$

Integrate by parts, using $v-v^3/3$ as the antiderivative of $1-v^2$. The boundary term vanishes at $v=0$ because of this factor, and at $v=1$ because of the logarithm. The derivative of the logarithm is $-(q^2v/2)/[1+q^2(1-v^2)/4]$, so

$$\Pi=\frac{\alpha q^2}{4\pi}\int_0^1dv\,\frac{v^2(1-v^2/3)}{1+q^2(1-v^2)/4}.$$

Now set $1-v^2=1/t^2$. This gives $v\,dv=dt/t^3$, $v=\sqrt{t^2-1}/t$ and $1-v^2/3=\frac23[1+1/(2t^2)]$. The denominator becomes $(q^2+4t^2)/(4t^2)$. Collecting factors,

$$\Pi=\frac{2\alpha q^2}{3\pi}\int_1^\infty dt\,\frac{\sqrt{t^2-1}}{t^2}\left(1+\frac1{2t^2}\right)\frac1{q^2+4t^2}.$$

Multiplication by $-4\pi Z\alpha/q^2$ cancels $q^2$. The inverse Fourier transform of $4\pi/(q^2+\mu^2)$ is $e^{-\mu s}/s$, here with $\mu=2t$. The vacuum response is therefore a sum of Yukawa potentials.

Define, for $n=0,1$,

$$K_n(x)=\int_1^\infty dt\,e^{-xt}\frac{\sqrt{t^2-1}}{t^{3-n}}\left(1+\frac1{2t^2}\right).$$

These are not Bessel functions. Differentiating under the integral brings down $-t$, hence $K_0'=-K_1$. With ordinary units restored, the point-nucleus potential energy is

$$V_{\rm pt}(s)=-\frac{S}{s}K_1\left(\frac{2s}{\lambda}\right),\qquad S=\frac{2Z\alpha^2\hbar c}{3\pi}.$$

Because $t\ge1$, it decays at large distance at least as fast as $e^{-2s/\lambda}$.

## One shell by hand

Spread the whole charge uniformly over a thin shell of radius $R$. The distance from a field point at radius $r$ to a shell point is $s$, with $s^2=r^2+R^2-2rR\mu$, where $\mu$ is the cosine of the angle between them. At fixed $r$ and $R$, $s\,ds=-rR\,d\mu$. The average over the shell is

$$\frac12\int_{-1}^1d\mu\,\frac{K_1(2s/\lambda)}s=\frac1{2rR}\int_{|r-R|}^{r+R}ds\,K_1(2s/\lambda).$$

The factor $1/s$ has been cancelled by the change of variable. Since $dK_0(2s/\lambda)/ds=-(2/\lambda)K_1(2s/\lambda)$, the last integral is elementary:

$$V_{\rm shell}(r)=-\frac{S\lambda}{4rR}\left[K_0\left(\frac{2|r-R|}{\lambda}\right)-K_0\left(\frac{2(r+R)}{\lambda}\right)\right].$$

At the centre both arguments approach $2R/\lambda$. Their difference is $4r/\lambda$, so the bracket tends to $(4r/\lambda)K_1(2R/\lambda)$, and

$$V_{\rm shell}(0)=-\frac SRK_1(2R/\lambda)=V_{\rm pt}(R).$$

This must be so, because every part of the shell is at distance $R$ from the centre.

### The kernels at small argument

To evaluate this by hand, put $t=\cosh\theta$ and $h=1/\cosh\theta$. The weight in $K_1$ becomes $(1-h^2)(1+h^2/2)=1-h^2/2-h^4/2$:

$$K_1(x)=\int_0^\infty d\theta\,e^{-x\cosh\theta}\left(1-\frac{h^2}2-\frac{h^4}2\right).$$

For $K_0$ there is one more factor $h$. The integrals $I_m=\int_0^\infty h^m d\theta$ follow from

$$\frac{d}{d\theta}(h^m\tanh\theta)=-mh^m+(m+1)h^{m+2}.$$

The left side integrates to zero for $m>0$, so $I_{m+2}=mI_m/(m+1)$. Starting from $I_1=\pi/2$ and $I_2=1$, one finds $I_3=\pi/4$, $I_4=2/3$ and $I_5=3\pi/16$.

The first term of $K_1$ is

$$B(x)=\int_1^\infty dt\,\frac{e^{-xt}}{\sqrt{t^2-1}}.$$

Separate $1/t$ from $1/\sqrt{t^2-1}$. The $1/t$ part is the exponential integral, $-\gamma-\ln x+x+\cdots$, where $\gamma$ is Euler's constant. The rest at $x=0$ is $[\operatorname{arcosh}t-\ln t]_1^\infty=\ln2$. Its linear term is $-x[\sqrt{t^2-1}-t]_1^\infty=-x$, which cancels the $+x$. Thus $B=-\ln x+\ln2-\gamma$ through linear order.

The other two terms give $-\frac12(I_2+I_4)=-\frac56$ at $x=0$, and $\frac x2(I_1+I_3)=3\pi x/8$ at linear order. Therefore

$$K_1(x)=-\ln x+\ln2-\gamma-\frac56+\frac{3\pi x}8+O(x^2|\ln x|).$$

Also $K_0(0)=I_1-\frac12(I_3+I_5)=9\pi/32$. Integrating $K_0'=-K_1$ from zero gives

$$K_0(x)=\frac{9\pi}{32}+x\left(\ln x+\gamma-\frac16-\ln2\right)-\frac{3\pi x^2}{16}+O(x^3|\ln x|).$$

### A number

Take $Z=80$ and $R=6$ fm. With $\alpha=0.0072973526$ and $\hbar c=197326.98$ keV fm,

$$S=\frac{2(80)(0.0072973526)^2(197326.98)}{3\pi}=178.388\ {\rm keV\,fm}.$$

For $\lambda=386.159$ fm, $x=2R/\lambda=0.031075$. The expansion gives

$$K_1\approx3.47135-0.71740+0.03661=2.79056.$$

Consequently $V_{\rm shell}(0)\approx-(178.388/6)(2.79056)=-82.97$ keV. The full integral gives $V_{\rm pt}(6\,{\rm fm})=-82.96$ keV. The small difference comes from the omitted higher terms of the expansion.

### What is singular

At the shell, $r=R$, the potential is finite because $K_0(0)$ is finite. Its leading nonanalytic part is proportional to $|r-R|\ln|r-R|$. The slope diverges logarithmically there, while the potential does not. So the logarithmic singularity belongs to $K_1$, the derivative of the folding kernel. The kernel $K_0$ has the milder form $x\ln x$, which is still enough to spoil ordinary quadrature.

## Any spherical density

Let $\rho(r')$ be normalized by $4\pi\int_0^\infty r'^2\rho(r')dr'=1$. The shell between $r'$ and $r'+dr'$ carries the fraction $4\pi r'^2\rho(r')dr'$ of the charge. The potential is linear in the charge at this order, so shells add. Multiplying this fraction by the shell result leaves one factor $r'$ and the prefactor $\pi S\lambda/r$:

$$V(r)=-\frac{2Z\alpha^2\hbar c\lambda}{3r}\int_0^\infty dr'\,r'\rho(r')\left[K_0\left(\frac{2|r-r'|}\lambda\right)-K_0\left(\frac{2(r+r')}\lambda\right)\right].$$

This is the one-dimensional folding formula. At the centre, the shell limit gives

$$V(0)=-4\pi S\int_0^\infty dr'\,r'\rho(r')K_1(2r'/\lambda).$$

Here the kernel is truly logarithmic at $r'=0$, but the factor $r'$ makes the integrand vanish for a density finite at the origin. This form is also preferable at extremely small $r$, where the folding formula subtracts two nearly equal kernels and divides by $r$.

Far outside the nucleus, expand $V_{\rm pt}(|\mathbf r-\mathbf r'|)$ in $\mathbf r'$. The linear term averages to zero. Spherical symmetry gives $\langle r'_ir'_j\rangle=\delta_{ij}\langle r'^2\rangle/3$, and the Taylor factor $1/2$ then yields

$$V(r)-V_{\rm pt}(r)\approx\frac{\langle r'^2\rangle}6\nabla^2V_{\rm pt}(r).$$

For a function of the form $f(r)/r$ the Laplacian is $f''/r$ away from the origin. Here $f=-SK_1(2r/\lambda)$, and $K_1''>0$ because its integrand is positive. The leading correction is therefore negative: finite size deepens the potential far outside.

## Integrating through the cusp

Suppose the density is negligible beyond $r_{\max}$. Let $b=\min(r,r_{\max})$ and split the integral at $b$. On the piece ending at $e=0$ or $e=r_{\max}$, write

$$r'=b+Lu^g,\qquad L=e-b,\qquad 0\le u\le1,$$

with the positive measure $|L|gu^{g-1}du$. Apply an $n$-point Gauss-Legendre rule in $u$ to each piece.

When $r<r_{\max}$, the distance to the cusp is $|L|u^g$. The singular part $|r-r'|\ln|r-r'|$ is multiplied by $u^{g-1}$ from the measure. Apart from smoother terms, the integrand therefore contains $u^{2g-1}\ln u$. Raising $g$ weakens the endpoint singularity.

A scaling argument gives the convergence rate. Near an endpoint, Gauss nodes lie at distances of order $n^{-2}$. A term $u^m\ln u$ has size $n^{-2m}$ there, apart from a logarithm, over a width $n^{-2}$. With $u=w/n^2$, the logarithm splits into $\ln w-2\ln n$. The second part multiplies the polynomial $u^m$, which the rule integrates exactly once $n$ is large enough, so no factor $\ln n$ survives. The error scales as $n^{-2m-2}$, and $m=2g-1$ gives $n^{-4g}$.

Without a split, the cusp lies in the interior, where the node spacing is of order $1/n$. The same estimate gives $n^{-2}$, up to a factor $\ln n$. The logarithm can now survive, because $|r-r'|$ is not a polynomial across the cusp.

These rates were tested on a uniform sphere of radius 6 fm. The reference solves the Yukawa problem for the sphere at each $t$ and then sums over $t$, so it uses no folding kernel. The table shows the largest error relative to $V$ for 41 field radii from 1.5 to 2.5 fm.

| Rule | $n=8$ | $n=16$ | $n=32$ |
|---|---:|---:|---:|
| unsplit | 1.3e-2 | 3.4e-3 | 8.6e-4 |
| $g=1$ | 9.1e-6 | 6.6e-7 | 4.4e-8 |
| $g=2$ | 2.9e-8 | 1.3e-10 | 7.6e-13 |
| $g=3$ | 1.7e-9 | 3.3e-13 | 2.8e-13 |

Here $n$ is the number of nodes per piece, so a split rule uses $2n$ nodes. The measured orders are 1.97 without a split and 3.90 for $g=1$, both between $n=16$ and 32. The unsplit error depends on where the cusp falls between nodes, so its value is sensitive to the radii sampled: with 241 radii in the same range the order is about 1.8, as expected for $n^{-2}\ln n$. For $g=2$ the order is 7.79 between $n=8$ and 16. The last two entries for $g=3$ hardly differ because they have reached the round-off floor of the double-precision comparison. The table therefore does not test the predicted order 12.

The rates assume a smooth density on each piece. If $\rho$ jumps at an interior radius, the integral must also be split there. If the field point is very close to such a jump, or just outside a sharp surface, the cusp is near a piece without necessarily being its endpoint. The rates above were not derived for that case, so convergence should be checked separately.

## Evaluating the kernel

The integral over $\theta$ gives an accurate reference for $K_0$. Its integrand is even and analytic for $|\operatorname{Im}\theta|<\pi/2$, and it decays at large $\theta$. For such an integrand the trapezoidal rule converges exponentially as the step shrinks. The program compares its values with adaptive quadrature in $1/t$.

The Fullerton-Rinker approximation is a faster alternative in closed form. For $0<x\le1$,

$$K_0(x)\approx\sum_{i=0}^7p_ix^i+x\ln x\,\frac{b_0+b_1x^2+b_2x^4}{c_0+c_1x^2}.$$

The coefficients, in ascending order, are:

- $p_0$ to $p_3$: 0.88357293375, −0.28259817381, −0.58904879578, 0.12500133434
- $p_4$ to $p_7$: −0.032729913852, 0.0082888574511, −1.03277658e-05, 6.36436689e-05
- $b_i$: −319.999594323, 2.53900995981, 1
- $c_i$: −319.999594333, 2.53901020662

At $x=0$ the logarithmic term is assigned its limit, zero. The ratio $b_0/c_0$ is very nearly one, as the derived $x\ln x$ term requires. The first three $p_i$ likewise reproduce $9\pi/32$, $\gamma-1/6-\ln2$ and $-3\pi/16$ closely.

For $x>1$,

$$K_0(x)\approx\frac{e^{-x}}{x^{3/2}}\,\frac{\sum_{i=0}^4d_ix^{-i}}{\sum_{i=0}^4e_ix^{-i}},$$

with

- $d_i$: 5.018065179, 71.51891262, 211.6209929, 31.40327478, −1
- $e_i$: 2.669207401, 51.72549669, 296.980972, 536.4324164, 153.5335924

At $x=1$ the logarithm vanishes, so the first form is just the sum of the $p_i$. That sum is 0.112539558, in agreement with the integral, $K_0(1)=0.1125395581$.

On the test grids, the largest absolute error for $0\le x\le1$ is $8.4\times10^{-11}$. The largest relative error for $1<x\le20$ is $4.3\times10^{-6}$. These figures alone do not settle the accuracy of $V$, because the folding formula subtracts two kernel values. The folded potential has to be tested separately.

## A smooth nucleus

Take $Z=80$ and the Fermi density

$$\rho(r)=\frac{\rho_0}{1+\exp[(r-c)/a]},\qquad c=6\ {\rm fm},\quad a=0.5\ {\rm fm}.$$

These are round model parameters, and they describe a nucleus smaller than real mercury, whose root-mean-square charge radius is about 5.46 fm. A Fermi density of that size ($c=6.59$ fm, $a=0.523$ fm) gives $V(0)\approx-123$ keV, about 11% shallower than the value found below. Normalization gives $\rho_0=1.03435\times10^{-3}$ fm$^{-3}$, and the root-mean-square radius is 5.005 fm. The integration stops at $r_{\max}=24$ fm, where the density has fallen by about $e^{-36}$. The calculation uses $g=3$ and 200 nodes per piece.

| $r$ (fm) | $V$ (keV) | $V_{\rm pt}$ (keV) | Rational deviation |
|---:|---:|---:|---:|
| 1 | −137.11 | −811.99 | −9.1e-10 |
| 3 | −125.32 | −206.06 | −8.5e-10 |
| 6 | −85.04 | −82.96 | −5.3e-10 |
| 12 | −32.17 | −31.70 | 6.2e-10 |
| 100 | −0.82977 | −0.82912 | −5.1e-10 |
| 1000 | −9.8891e-5 | −9.8874e-5 | 1.2e-8 |

The last column is the change in $V$ caused by the rational kernel, relative to $V$ from the integral kernel. At the radii tested, the approximation is far more accurate than the replacement of the nucleus by a point.

Well inside the nucleus, at 1 and 3 fm, the point potential is much too deep; the difference changes sign between 3 fm and the half-density radius of 6 fm. The extended potential levels off at $V(0)=-138.568$ keV, and folding at $r=0.01$ fm gives the same value to this precision. From 6 fm outward, the extended potential in the table is slightly deeper than the point potential. Far outside, this is the sign derived above. At 200 fm the computed difference $V-V_{\rm pt}$ is $-6.156\times10^{-5}$ keV, while the leading finite-size term gives $-6.154\times10^{-5}$ keV.

A separate test returns to momentum space. With $q$ now a wave number in fm$^{-1}$ and $F(q)$ the Fourier transform of $\rho$, the angular integral of the inverse transform gives

$$V(r)=-\frac{2Z\alpha\hbar c}{\pi}\int_0^\infty dq\,\frac{\sin qr}{qr}F(q)\Pi(q\lambda).$$

This calculation takes $\Pi$ from the original Feynman-parameter integral and uses neither $K_0$ nor $K_1$. At 3, 6 and 12 fm it agrees with folding in all printed digits, for example $-85.04148549$ keV at 6 fm.

That agreement measures numerical accuracy within the model. Here $Z\alpha=0.58$ is not small, and higher powers of $Z\alpha$ have been omitted. The many matching digits therefore do not represent the accuracy of the complete vacuum-polarization energy. The numerical check printed below contains the remaining comparisons.

## Numbers as computed

```
Z = 80, c = 6.0 fm, a = 0.5 fm
outer integration radius = 24.0 fm
alpha = 0.0072973526
lam = 386.159267 fm, hbar c = 197326.9805 keV fm
2 Z alpha^2 hbar c/(3 pi) = 178.388143 keV fm
central density = 1.03434944e-03 fm^-3
rms radius = 5.005433 fm
Rational K0 coefficients, ascending powers:
polynomial in x: 0.88357293375 -0.28259817381 -0.58904879578 0.12500133434
  continued: -0.032729913852 0.0082888574511 -1.03277658e-05 6.36436689e-05
log numerator in x^2: -319.999594323 2.53900995981 1
log denominator in x^2: -319.999594333 2.53901020662
far numerator in 1/x: 5.018065179 71.51891262 211.6209929 31.40327478 -1
far denominator in 1/x: 2.669207401 51.72549669 296.980972 536.4324164 153.5335924
max abs error of rational K0, 0<=x<=1: 8.35e-11
max rel error of rational K0, 1<x<=20: 4.30e-06
K0(0) = 0.8835729338, K0(1) = 0.1125395581
linear constant of K0 = -0.28259818
x^2 coefficient seen at x=0.001: -0.588924
-3 pi/16 = -0.589049
Uniform sphere R = 6 fm, worst rel error, r = 1.5 to 2.5 fm
(n = Gauss nodes per piece; g = 0 is one unsplit piece)
g=0: n=8: 1.33e-02, n=16: 3.37e-03, n=32: 8.62e-04
g=1: n=8: 9.08e-06, n=16: 6.56e-07, n=32: 4.39e-08
g=2: n=8: 2.91e-08, n=16: 1.31e-10, n=32: 7.59e-13
g=3: n=8: 1.65e-09, n=16: 3.30e-13, n=32: 2.77e-13
order, unsplit, n=16 to 32: 1.97
order, split g=1, n=16 to 32: 3.90
order, split g=2, n=8 to 16: 7.79
Momentum-space check: r/fm, V_momentum/keV, V_folded/keV
  3.0 -125.32078438 -125.32078438
  6.0 -85.04148549 -85.04148549
 12.0 -32.16601070 -32.16601070
V(0) from K1 = -138.568364 keV
V(0.01 fm) from K0 = -138.568218 keV
Fermi nucleus: r/fm, V/keV, V_point/keV, rational rel dev
    1.0 -1.3711113e+02 -8.1198580e+02 -9.1e-10
    3.0 -1.2532078e+02 -2.0605635e+02 -8.5e-10
    6.0 -8.5041485e+01 -8.2956219e+01 -5.3e-10
    9.0 -4.8799336e+01 -4.7621486e+01 +1.1e-10
   12.0 -3.2166011e+01 -3.1702476e+01 +6.2e-10
   30.0 -7.8703008e+00 -7.8428376e+00 -6.6e-11
  100.0 -8.2977069e-01 -8.2911921e-01 -5.1e-10
  400.0 -1.4432401e-02 -1.4428693e-02 -9.7e-09
 1000.0 -9.8891217e-05 -9.8874323e-05 +1.2e-08
V - V_point at 200 fm = -6.156475e-05 keV
<r^2>/6 Laplacian term = -6.154306e-05 keV
```
